# Why Biaxial Tension Raises Silicon Electron Mobility Only to a Ceiling

In the silicon model treated here, stretching a film by 0.4% in its plane raises the in-plane electron mobility at 300 K from 1453 to 2409 cm²/Vs. Stretching it from 1.5% to 2.0%, a larger step, raises the mobility from 3133 to 3134 cm²/Vs. Yet the energy splitting that strain produces between the conduction valleys grows at the same rate throughout. Why does the mobility stop responding?

Part of the answer is that nearly all electrons end up in the lowest valleys, so that no more can be moved there. That accounts for a gain of only 36%, whereas the model reaches 116%. The rest comes from a longer scattering lifetime, which saturates too.

## What strain does to the valleys

Silicon has six equivalent conduction valleys, two on each cubic axis. Each is an ellipsoid with a heavy mass $m_l=0.92\,m_0$ along its own axis and a light mass $m_t=0.19\,m_0$ across it. Take a (001) film with normal $z$ and equal in-plane strains $\varepsilon$, positive in tension. Call the two valleys on the $z$ axis D2 and the four in-plane valleys D4.

The film surface is free, so the normal stress vanishes:

$$C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0,\qquad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

To first order in strain, a valley shifts by a part common to all six plus $\Xi_u$ times the strain along its own axis. The common part cancels in the splitting:

$$S=E_{D4}-E_{D2}=\Xi_u(\varepsilon-\varepsilon_{zz})=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .$$

With $\Xi_u=9.0$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa, 1% tension gives $S=9.0\times1.771\times0.01$ eV, or 159 meV. This law is linear and has no ceiling. The saturation must come from how electrons respond to $S$.

## The gain from repopulation

Let the electrons be nondegenerate and write $s=S/kT$, with $kT=25.85$ meV. The valleys have equal densities of states, so their populations differ only by Boltzmann factors. The fraction in D2 is

$$p_2=\frac{2}{2+4e^{-s}}=\frac{1}{1+2e^{-s}},$$

which rises from 1/3 towards 1.

For current in the plane, D2 offers the inverse mass $1/m_t$. Half of the D4 valleys have their heavy axis along the field and half across it, so their average inverse mass is $(1/m_t+1/m_l)/2$. If all electrons kept one fixed lifetime, mobility would be proportional to the mean inverse mass. Without strain this is $(2/m_t+1/m_l)/3$; with every electron in D2 it is $1/m_t$. The largest gain from repopulation alone is therefore

$$R_\infty=\frac{1/m_t}{(2/m_t+1/m_l)/3}=\frac{3}{2+m_t/m_l}=1.360 .$$

## Mobility with collisions included

Lifetimes are not fixed, so the collisions must enter. Let $q$ be the elementary charge and let a weak field $\mathcal E$ along $x$ exert the force $-q\mathcal E$ on an electron. Write the distribution as $f_0+f_1$, where $f_0\propto e^{-E/kT}$ and $f_1$ is linear in the field. The steady Boltzmann equation is

$$-\frac{q\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}+(\text{scattering in}).$$

Assume that the scattering probability depends on the energies and valleys but not on direction within a valley. Since $f_1$ is odd in the wavevector measured from the valley centre, the scattering-in term then sums to zero. With $\partial f_0/\partial k_x=-\hbar v_xf_0/kT$, this leaves

$$f_1=-\frac{q\mathcal E\tau v_x}{kT}f_0 .$$

The mean velocity is $-q\mathcal E\,\overline{\tau v_x^2}/kT$, where the bar is a thermal average, so the mobility is $\mu=q\,\overline{\tau v_x^2}/kT$. Rescaling each wavevector component by the square root of its mass turns the ellipsoid into a sphere. The kinetic energy $E=xkT$ is then shared equally among three directions, and $v_x^2$ averages to $2xkT/(3m_x)$. The thermal weight is $\sqrt{x}\,e^{-x}/\Gamma(3/2)$, and $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. Hence

$$\mu=\frac{q}{m_x}\langle\tau\rangle,\qquad \langle\tau\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty\tau(x)\,x^{3/2}e^{-x}\,dx .$$

For D4, $1/m_x$ is replaced by the average inverse mass found above. The film mobility is $\mu=p_2\mu_2+(1-p_2)\mu_4$.

## Which collisions strain can remove

The golden rule makes each rate proportional to the density of final states. An ellipsoid of energy $E$ holds $(2m_dE)^{3/2}/(6\pi^2\hbar^3)$ states per volume and spin, with $m_d^3=m_t^2m_l$. Differentiation gives

$$g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}.$$

Three processes are kept.

**Acoustic scattering** stays within a valley. Treat the phonons as classical and the collisions as elastic. Equipartition gives each longitudinal mode a mean-square strain $kT/(C_{11}V)$ in volume $V$, so the rate is $(2\pi/\hbar)\,\Xi_{ac}^2(kT/C_{11})\,g(E)$.

**g-type scattering** leads to the opposite valley on the same axis, which has the same energy at any strain.

**f-type scattering** leads to a valley on another axis, whose energy strain may shift.

For a phonon of frequency $\omega$, occupation $N$ and coupling $D$, the squared displacement amplitude is $\hbar/(2\rho V\omega)$, where $\rho$ is the density. Multiplying by $D^2$ and $2\pi/\hbar$ gives the rate into one valley:

$$\frac{\pi D^2}{\rho\omega}\left[N\,g(E'+\hbar\omega)+(N+1)\,g(E'-\hbar\omega)\right].$$

The first term is absorption, the second emission, and $g$ is zero at negative argument. Here $E'$ is the kinetic energy available in the final valley before the phonon is counted.

Call the acoustic plus g-type rate $G(x)$ and the f-type rate into one valley $F(y)$, with $y=E'/kT$. A D2 electron can reach four D4 valleys, each higher by $s$. A D4 electron can reach two unshifted D4 valleys and two D2 valleys lower by $s$. Thus

$$\frac1{\tau_2}=G(x)+4F(x-s),\qquad \frac1{\tau_4}=G(x)+2F(x)+2F(x+s).$$

## Why there is a ceiling

Since $F\ge0$, neither lifetime can exceed $1/G$. Neither in-plane inverse mass exceeds $1/m_t$. The mobility is a weighted average of $\mu_2$ and $\mu_4$, so for either sign of strain

$$\mu(S)\le\mu_{\rm lim}=\frac{q}{m_t}\left\langle\frac1G\right\rangle .$$

Tension approaches this bound. At any given $x$, $F(x-s)$ becomes zero once $s$ exceeds $x+\hbar\omega_f/kT$, because even phonon absorption cannot then lift the electron into D4. Meanwhile $p_2\to1$. What remains is acoustic and g-type scattering, which the splitting does not touch.

With $\tau_0$ the common lifetime at zero strain, the full gain factors into

$$\frac{\mu_{\rm lim}}{\mu(0)}=\frac{3}{2+m_t/m_l}\;\frac{\langle1/G\rangle}{\langle\tau_0\rangle}.$$

The example uses $\Xi_{ac}=9.0$ eV, an f phonon of 50 meV with coupling $5.0\times10^8$ eV/cm, and a g phonon of 60 meV with coupling $6.0\times10^8$ eV/cm. The mean lifetime rises from 0.213 to 0.339 ps, a factor of 1.587. The total gain is $1.360\times1.587=2.158$, and the ceiling is 3134 cm²/Vs.

The two causes are not independent additions. If f-type coupling is switched off, the gain falls to the mass factor, 1.360. If instead the populations are artificially frozen at 1/3 and 2/3 while the collisions respond to 1% tension, the mobility is $(3120+2\times603)/3=1442$ cm²/Vs, slightly below the unstrained value. The D2 electrons gain lifetime, but the D4 electrons lose it, since they can drop into D2 with more final states available. Repopulation is what lets the film benefit from the longer D2 lifetime.

An independent calculation followed 40,000 electrons from thermal equilibrium through random flights and collisions, using the same rates. It took the diffusion coefficient $\mathcal D$ from the growth of their mean-square displacement between 3 and 15 ps, and then $\mu=q\mathcal D/kT$. At strains of 0, 0.3% and 2.0% it gave 1435, 2094 and 3115 cm²/Vs, against 1453, 2092 and 3134 from the lifetime formula. The differences are at most 1.3% of the formula values.

## How the ceiling is approached

The relative shortfall separates into two parts:

$$1-\frac{\mu}{\mu_{\rm lim}}=(1-p_2)\left(1-\frac{\mu_4}{\mu_{\rm lim}}\right)+p_2\left(1-\frac{\mu_2}{\mu_{\rm lim}}\right).$$

At 0.6% tension, D2 holds 95.3% of the electrons, $\mu_2=2984$ and $\mu_4=691$ cm²/Vs. The first part is $0.047\times0.780=3.7\%$ and the second $0.953\times0.048=4.6\%$. Even with the D4 valleys almost empty, the remaining f-type collisions of D2 electrons cost more than the D4 population does. Accordingly, 95% of the fixed-lifetime repopulation gain is complete at 0.66% strain, but 95% of the total gain only at 0.79%.

For large $s$ the first part falls as $2e^{-s}$, apart from the slowly varying bracket. The second needs more care. With $w=\hbar\omega_f/kT$, absorption requires $x>s-w$, which suggests a larger Boltzmann factor, $e^{-(s-w)}$. But the absorption rate carries $N=1/(e^w-1)$, and

$$N e^{-(s-w)}=Ne^w e^{-s}=(N+1)e^{-s}.$$

Emission requires $x>s+w$ and contributes $(N+1)e^{-(s+w)}=Ne^{-s}$. Both parts of the shortfall therefore fade as $e^{-s}$, times slowly varying factors. Between splittings of 9 and 12 $kT$, the computed logarithm of the shortfall changes by $-0.970$ per $kT$, close to $-1$.

## Compression is a different limit

Under compression $S$ is negative and D4 lies lowest. For large $|S|$, the inverse mass tends to $(1/m_t+1/m_l)/2$, and $1/\tau_4$ to $G+2F(x)$: half of the unstrained f-type channels survive, between the D4 valleys themselves. At 1% compression the fixed-lifetime gain is 0.821, a loss, but the longer lifetime almost cancels it and the mobility is 1449 cm²/Vs. The approach is not monotonic: at 0.2% compression the mobility is about 11% below the unstrained value. The near-cancellation at 1% also depends on the couplings; without f-type scattering, the factor 0.821 would stand.

## Beside real silicon

The masses and elastic constants are rough typical values for silicon. The single f and g phonons stand in for several, so their couplings are effective values. The unstrained result is near the rough 1400 cm²/Vs of lightly doped material at room temperature, but that agreement does not fix how the scattering is shared between f-type and other processes. The total gain depends strongly on this share: with an f coupling of $3.0\times10^8$ eV/cm and all else unchanged, it would be 1.66 instead of 2.16, though the unstrained mobility would then rise to 1888 cm²/Vs. For the same layer, a band nonparabolicity of 0.5/eV lowers the ceiling by 11%, to 2782 cm²/Vs. For $10^{16}$ cm⁻³ ionized donors, a rough screened-Coulomb estimate that treats the valleys as spherical gives a reduction of 14%, to 2704 cm²/Vs. This understates the loss, because Coulomb scattering in an ellipsoidal valley relaxes momentum across the axis faster; allowing for that gives roughly 17%. Operation at 400 K lowers the ceiling by 38%, to 1938 cm²/Vs. Degeneracy does not undo the repopulation: at 1% tension and $10^{19}$ electrons per cm³, the D4 share is still only 0.6%. At that density it would, however, also change the thermal average of the lifetime, which is not calculated here.

Real transistor channels break the bulk-layer assumption. In a 10 nm film with hard walls, confinement alone separates the lowest D2 and D4 levels by 15.7 meV before any strain is applied. The populations shift less than they would for a bulk valley splitting of that size: summing all levels at 300 K gives D2 a share of 43%, against 48%. The reason is that each D4 level has the heavier in-plane density-of-states mass, $\sqrt{m_tm_l}$ against $m_t$. The lowest levels alone would give D2 only 29%, and its more closely spaced higher levels raise the share. Surface roughness is absent from the model, so 3134 cm²/Vs is not a forecast for a transistor. The low-field law also has a limited range. At about 5 kV/cm the ceiling mobility would give a drift speed of $\sqrt{kT/m_t}$, comparable with thermal speeds, but carrier heating lowers the mobility well before that, noticeably already near 1 kV/cm.

The ceiling also assumes that strain leaves masses and couplings unchanged. Since $G\propto m_d^{3/2}=m_t\sqrt{m_l}$, $\mu_{\rm lim}\propto m_t^{-2}$ at fixed $m_l$, and a 5% lighter $m_t$ would raise the ceiling by 11%, to 3473 cm²/Vs. Strain that altered the masses could thus move the ceiling, but valley splitting alone cannot. Nor can strain be added freely: 1% tension already means an in-plane stress of 1.81 GPa, which a film may relieve by forming dislocations. The Matthews-Blakeslee estimate of the equilibrium critical thickness is about 9 nm at 1% and about 4 nm at 2%. Unless it is metastable, a film strained enough to reach the ceiling is therefore also thin enough for confinement to matter. The numerical output lists the full strain series.

## Calculated quantities

```
masses mt, ml: 0.19, 0.92 m0; T = 300 K; kT = 25.85 meV
C11, C12: 166, 64 GPa; density 2.33 g/cm3
Xi_u, acoustic potential: 9.0, 9.0 eV
f, g couplings: 5.0, 6.0 (1e8 eV/cm)
f, g phonon energies: 50, 60 meV
f, g phonon occupations: 0.1690, 0.1089
normal strain / in-plane strain: -0.7711
splitting per 1% strain: 159.4 meV
strain%  split_meV  D2_share%  mu_D2  mu_D4  mu_total (cm2/Vs)  gain  repop_only_gain
  -1.0    -159.4      0.105      700   1449     1449    0.997    0.821
   0.0       0.0     33.333     1975   1191     1453    1.000    1.000
   0.2      31.9     63.181     2338    966     1833    1.262    1.161
   0.4      63.8     85.485     2688    769     2409    1.659    1.281
   0.6      95.6     95.286     2984    691     2876    1.980    1.334
   0.8     127.5     98.579     3090    641     3055    2.103    1.352
   1.0     159.4     99.582     3120    603     3110    2.141    1.357
   1.5     239.1     99.981     3133    537     3133    2.157    1.360
   2.0     318.8     99.999     3134    493     3134    2.158    1.360
mobility ceiling: 3134 cm2/Vs
total gain at ceiling: 2.158
mass factor: 1.360; lifetime factor: 1.587
mean lifetime unstrained, ceiling: 0.213, 0.339 ps
strain for 95% of repopulation gain: 0.659 %
strain for 95% of total gain: 0.789 %
log slope of shortfall, split 9 to 12 kT: -0.970 per kT
random walk / formula at 0.0% strain: 1435 / 1453 cm2/Vs
random walk / formula at 0.3% strain: 2094 / 2092 cm2/Vs
random walk / formula at 2.0% strain: 3115 / 3134 cm2/Vs
1% strain, populations frozen at 1/3 and 2/3: 1442 cm2/Vs
gain at ceiling without f-type scattering: 1.360
Neglected effects: mobility at 0% strain, 1% strain, ceiling (cm2/Vs)
nonparabolicity 0.5 /eV: 1285, 2762, 2782; gain at 1%: 2.150
ionized donors 1e16 cm-3: 1292, 2681, 2704; gain at 1%: 2.075
operation at 400 K: 816, 1876, 1938; gain at 1%: 2.298
mt lighter by 5%: 1602, 3446, 3473; gain at 1%: 2.151
D4 share at 1% strain, n = 1e+16 cm-3: 0.418 %
D4 share at 1% strain, n = 1e+19 cm-3: 0.609 %
extra splitting by confinement in 10 nm film (hard walls): 15.7 meV
field where ceiling mobility gives speed sqrt(kT/mt): 4.94 kV/cm
in-plane stress at 1% strain: 1.81 GPa
```
